# The magnetic force theorem and its error for magnetic anisotropy, part 2

The magnetic force theorem approximates magnetic anisotropy by differences of the band free energy $F_b=\sum_if_i\varepsilon_i-TS$ in a frozen potential. We ask how large its error is. Energies are in eV, moments in $\mu_B$, $\hbar=1$, $\mathbf S=\boldsymbol\sigma/2$.

$H=h+\sum_aV_aO_a$, with $h=h_0+\xi\,\mathbf L\cdot\mathbf S$, has levels $\varepsilon_i$, Fermi occupations $f_i$ and output density $q_{\rm out}$. Here $q_a=\operatorname{Tr}(\gamma O_a)$, $V_a=\partial E_{Hxc}/\partial q_a$, $K_{ab}=\partial V_a/\partial q_b$, $\chi_{ab}=\partial q_{{\rm out},a}/\partial V_b$ at fixed electron number $N$. The self-consistent $F^*$, at density $q^*$, is the stationary value of

$$F[\gamma]=\operatorname{Tr}(h\gamma)-TS[\gamma]+E_{Hxc}(q).$$

Earlier results:

$$\frac{\partial F_b}{\partial V_a}=q_{{\rm out},a}+\Big(N-\sum_if_i\Big)\frac{\partial\mu}{\partial V_a}=q_{{\rm out},a}. \tag{1}$$

$$\delta q_a=\sum_{ij}w_{ij}\,O_{a,ij}\,\delta H_{ji}-\delta\mu\sum_if'_i\,O_{a,ii},\qquad w_{ij}=\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}=w_{ji}, \tag{2}$$

$$\chi_{ab}=\sum_{ij}w_{ij}O_{a,ij}O_{b,ji}-\frac{\big(\sum_if'_iO_{a,ii}\big)\big(\sum_jf'_jO_{b,jj}\big)}{\sum_kf'_k}.$$

With $F_H(q)=F_b[V(q)]-V(q)\cdot q+E_{Hxc}(q)$,

$$\frac{\partial F_H}{\partial q}=K(q)\,[\,q_{\rm out}(q)-q\,]. \tag{3}$$

Let $q_{\rm in}$ be the collinear reference density at $\xi=0$, turned to $\hat n$; $\Delta=q_{\rm in}-q^*$, $q_s=q^*+s\Delta$, $r=q_{\rm out}(q_{\rm in})-q_{\rm in}$:

$$R\equiv F_H(q_{\rm in})-F^*=\int_0^1ds\;\Delta\cdot K(q_s)\,[\,q_{\rm out}(q_s)-q_s\,]. \tag{4}$$

$$R=\tfrac12\,\Delta\cdot K(\chi K-1)\Delta+O(\Delta^3)=\tfrac12\,r\cdot K\Delta+O(\Delta^3)=\tfrac12\,r\cdot K(\chi K-1)^{-1}r+O(\Delta^3). \tag{5}$$

The opening one-variable case gave $R<0$ for $K>0$, and $R>0$ for $K<0$ with $\chi K<1$. In general

$$F^*(\hat n_1)-F^*(\hat n_2)=F_b(\hat n_1)-F_b(\hat n_2)-[R(\hat n_1)-R(\hat n_2)]. \tag{6}$$

At the reference chemical potential $\mu_0$, with $N(\mu)=\sum_if_i$, $\delta N=N(\mu_0)-N$, $D=dN/d\mu$, grand potential $\Omega$ and $G(\mu')=\Omega(\mu')+\mu'N$,

$$F_b-G(\mu_0)=-\delta N(\mu-\mu_0)-\tfrac12D(\mu-\mu_0)^2+\dots=\frac{\delta N^2}{D}-\frac{\delta N^2}{2D}+\dots=\frac{\delta N^2}{2D}+O(\delta N^3), \tag{7}$$

while $\sum f_i\varepsilon_i-TS$ at $\mu_0$ equals $G(\mu_0)+\mu_0\,\delta N$.

The collinear functional sees only charge and $\mathbf m\cdot\hat n$; there $r,\Delta,\delta N=O(\xi^2)$ and $R=O(\xi^4)$, against a uniaxial anisotropy $O(\xi^2)$. The noncollinear functional frees all components of $\mathbf m$. For its transverse moment $m_1$, take right-handed spin axes $\hat e_1,\hat e_2,\hat n$, real orbitals at $\xi=0$, imaginary antisymmetric $L_a$, and a real symmetric projector $P$ on a point or site. Then $\delta\mu=0$, $\langle\downarrow|\mathbf L\cdot\mathbf S|\uparrow\rangle=\tfrac12(L_1+iL_2)$, and $\sigma_1$ has unit elements between opposite spins. The terms of (2) with the two spin orders are complex conjugates, so

$$\delta m_1=2\operatorname{Re}\sum_{ij}w_{i\uparrow,j\downarrow}\,P_{ij}\,\tfrac{\xi}{2}(L_1+iL_2)_{ji}=\xi\sum_{ij}w_{i\uparrow,j\downarrow}\,P_{ij}\,(iL_2)_{ji},$$

since $L_1$ has imaginary and $iL_2$ real elements. Here $i$ labels up orbitals and $j$ down orbitals, so there is no interchange symmetry to make the sum vanish. For site moments the noncollinear functional has, where the site symmetry permits it, a canting of order $\xi$, of the Dzyaloshinskii–Moriya type. For the magnetization at points no site symmetry forbids a transverse component of order $\xi$ at a general point; it appears even inside an atom on a centrosymmetric cubic site, whose total moment cannot cant. Whenever the kernel sees such a component, $R=O(\xi^2)$ is second order in $\Delta$ and yet of the same order in $\xi$ as a uniaxial anisotropy.

Cubic symmetry raises the same difficulty within the collinear functional. Turning the spin frame makes $\mathbf L\cdot\mathbf S$ linear in the elements of a rotation matrix, which carry angular momentum one. A term of order $\xi^k$ is a product of $k$ of them and, because $H$ at $\xi=0$ is unchanged by spin rotations about $\hat n$, depends on $\hat n$ alone; it is a polynomial in $\hat n$ of degree at most $k$. No cubic invariant has degree one, the only one of degree two is $\hat n^2=1$, and $n_xn_yn_z$, the only cubic term to survive the twofold axes, changes sign under a fourfold rotation and, in the cubic groups that have none, under time reversal $\hat n\to-\hat n$, which leaves the free energy unchanged. The first nontrivial invariant is $u=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$, so the anisotropy starts at $\xi^4$. If the kernel sees only cubic-invariant densities such as the site moment, then $r=a\xi^2+b\xi^3+(c+c'u)\xi^4+\dots$, and the first direction-dependent term of $r^2$ is $2ac'u\,\xi^6$. If the kernel also sees the charge quadrupole, the residual is a traceless tensor with diagonal part $\alpha_E\xi^2(n_a^2-\tfrac13)$ and off-diagonal part $\alpha_T\xi^2n_an_b$. These belong to different cubic representations, $E_g$ and $T_{2g}$, on which $\tfrac12K(\chi K-1)^{-1}$ at $\xi=0$ reduces to numbers $A_E$ and $A_T$. Squaring $\hat n^2=1$ gives $\sum_an_a^4=1-2u$, so $\sum_a(n_a^2-\tfrac13)^2=(1-2u)-\tfrac23+\tfrac13=\tfrac23-2u$, while $\sum_{a\ne b}n_a^2n_b^2=2u$. Therefore

$$R=\text{const}+2u\,(A_T\alpha_T^2-A_E\alpha_E^2)\,\xi^4+O(\xi^5),$$

which has the order and the angular form of the cubic anisotropy itself.

A model with round parameters shows these cases. Three $d$ sites form a bent chain in the $xy$ plane with bond angle $120^\circ$ and its ends along $x$. Neighbours are joined by hoppings $-0.6$, $0.4$, $-0.1$ eV for orbital angular momentum $0,\pm1,\pm2$ about the bond. There are $N=21$ electrons, $k_BT=0.1$ eV, $\xi=0.06$ eV, and each site contributes $\tfrac U2\delta n^2-\tfrac I4(1-\alpha\,\delta n)|\mathbf m|^2$ with $\delta n=n-7$, $\mathbf m=\langle\boldsymbol\sigma\rangle$ in $\mu_B$, $U=2$ eV, $I=0.9$ eV, $\alpha=0.05$. The digits kept below serve to display cancellations; the model does not describe a material. The reference has charges $6.97374$, $7.05252$, $6.97374$, moments $3.02626$, $2.94748$, $3.02626$, $\mu_0=1.31354$ eV and $E_{Hxc}-V\cdot q_{\rm in}=3.945773$ eV. The band free energies are $F_b(x)=-12.8212027$ eV and $F_b(z)=-12.8202204$ eV, so the force theorem gives $F(x)-F(z)=-0.9823$ meV, or $-11.40$ K on division by $k_B$: of the two directions the in-plane one is lower.

The collinear self-consistent values, computed from the definition of $F[\gamma]$, are $-8.8754305$ and $-8.8744481$ eV, with difference $-0.98247$ meV. The force-theorem value $-0.98231$ meV lies $0.00016$ meV above, which is $0.016\%$ of the self-consistent anisotropy in magnitude, and equals $R(x)-R(z)=0.00111-0.00095$ meV. The form $\tfrac12r\cdot K\Delta$ can be evaluated by hand for $\hat n=x$. Differentiating the site energy twice gives $K_{nn}=U$, $K_{nm}=I\alpha m/2$, $K_{mm}=-\tfrac I2(1-\alpha\,\delta n)$. On site 1, $K_{nm}=0.0225\times3.02626=0.0681$ eV and $K_{mm}=-0.45\times1.0013=-0.4506$ eV. In units of $10^{-3}$, $\Delta=(-0.2942,\,2.4996)$ and $r=(1.7991,\,-3.9997)$, so

$$K\Delta=(-0.5884+0.1702,\;-0.0200-1.1263)=(-0.4182,\;-1.1463),$$

and $r\cdot K\Delta=-0.752+4.585=3.833$ in units of $10^{-6}$ eV. On site 2, $K_{nm}=0.0663$ eV, $K_{mm}=-0.45\times0.9974=-0.4488$ eV, $\Delta=(0.5883,\,1.2375)$ and $r=(-3.5982,\,1.7703)$, so

$$K\Delta=(1.1766+0.0821,\;0.0390-0.5554)=(1.2587,\;-0.5164),$$

and $r\cdot K\Delta=-4.529-0.914=-5.443$. Site 3 is the mirror image of site 1, and $R=\tfrac12(2\times3.833-5.443)\times10^{-6}$ eV $=0.00111$ meV, the directly computed value. The end sites and the middle site contribute with opposite signs. Site 1 is dominated by its moment term and site 2 by its charge term, and these dominant terms carry the signs of the opening case; with coupled variables the rule does not hold term by term, since the moment term of site 2, $-0.914$, is negative. Along a random direction through $q^*$ the coefficient $\tfrac12\hat u\cdot K(\chi K-1)\hat u$ is $-3.014$ eV, so there $F_H$ lies below $F^*$, although $R$ is positive in all four trimer cases.

In the noncollinear functional nothing changes for $\hat n=z$: reflection in the plane of the trimer preserves an axial vector along $z$ and reverses in-plane components, so no site moment can cant, and site moments are all that the kernel of this model sees. For $\hat n=x$ the reflection $x\to-x$ exchanges the end sites and reverses $m_y$, which allows opposite $m_y$ on them, driven at first order in $\xi$, according to the formula for $\delta m_1$, by $L_z$ (with $\hat e_1=y$, $\hat e_2=z$). The solution has $m_y=\pm0.03238\,\mu_B$, a canting of $0.61^\circ$, and $|\Delta|=4.60\times10^{-2}$ against $3.81\times10^{-3}$ in the collinear case; $\sqrt2\times0.03238=0.0458$ accounts for nearly all of it. Now $R(x)=0.01988$ meV, the anisotropy is $-1.00124$ meV ($-11.62$ K), and the theorem errs by $0.01988-0.00095=0.01893$ meV, $1.9\%$ of the self-consistent value. The quadratic forms give $0.02020$ and $0.01932$ meV, off by $+1.6\%$ and $-2.8\%$ of $R(x)$ through the third-order terms. Correcting with the third form of (5) gives $-0.98231-(0.01932-0.00095)=-1.00068$ meV without a self-consistent run beyond the reference. At $\xi=0.002$, $0.004$, $0.008$ eV the ratio of error to anisotropy has magnitude $2.3\times10^{-7}$, $9.1\times10^{-7}$, $3.6\times10^{-6}$ in the collinear case, growing fourfold per doubling as $\xi^4/\xi^2$ requires. In the noncollinear case it is $4.5\times10^{-3}$, $4.9\times10^{-3}$, $5.6\times10^{-3}$, tending to a constant as $\xi\to0$. That ratio rises about linearly over the scan and is roughly four times larger at $\xi=0.06$ eV, so the leading order in $\xi$ does not describe the canting energy there.

At fixed $\mu_0$ the collinear potentials hold $\delta N(x)=0.026068$ and $\delta N(z)=0.001981$ extra electrons, with $D=12.847$ and $12.865$ eV$^{-1}$. Equation (7) gives $0.026068^2/(2\times12.847)$ eV $=0.02645$ meV and $0.001981^2/(2\times12.865)$ eV $=0.00015$ meV, predicting a grand-potential difference of $-0.98231-0.02630=-1.00861$ meV; the computed value is $-1.00863$ meV. This error is of order $\xi^4$ like $R$, but in this model it is more than a hundred times $R(x)-R(z)$ and amounts to $2.7\%$ of the collinear anisotropy, so equal order does not imply equal accuracy. These percentages belong to $k_BT=0.1$ eV: $R(x)-R(z)$ changes sign between $0.1$ and $0.2$ eV, so the $0.016\%$ found above is smaller than at neighbouring smearings, and the grand-potential error grows to tens of percent at $0.05$ eV and below. The term $\mu_0[\delta N(x)-\delta N(z)]=1.31354\times0.024086$ eV $=31.638$ meV turns $-1.009$ meV into $+30.63$ meV for the band free energy taken at fixed $\mu_0$, with the wrong sign. At fixed $N$ but without entropy the difference is $-2.814$ meV, so $T[S(x)-S(z)]=-2.814+0.982=-1.83$ meV, which at this smearing exceeds the anisotropy in magnitude.

The cubic case is a single $d$ site with $N=7$, levels $+0.6$ and $-0.4$ eV for $e_g$ and $t_{2g}$ ($10Dq=1$ eV), the same site energy and temperature, the collinear functional, and an added term $\tfrac\kappa2\sum_iQ_i^2$, where $Q_i=\langle\sum_{ab}B^{(i)}_{ab}L_aL_b\rangle$ and the $B^{(i)}$ are five orthonormal symmetric traceless matrices. The reference has $Q_i=0$ by symmetry, so the theorem gives $F_{111}-F_{001}=0.023108$ meV at $\xi=0.06$ eV whatever $\kappa$ is. For $\kappa=0$ the self-consistent value is $0.023112$ meV. For $\kappa=0.05$ eV it is $0.011443$ meV, and the error $0.023108-0.011443=0.011665$ meV is $1.02$ times the self-consistent anisotropy. Reducing $\xi$ does not help: the ratio is $1.04$, $1.05$, $1.06$ at $\xi=0.032$, $0.016$, $0.008$ eV. The theorem holds here as stated, with an error of second order in $\Delta$, and still overestimates the anisotropy by a factor of two at these parameters. The factor is set by the chosen $\kappa$ and temperature, tends to about one as $\kappa\to0$ and falls below one for small negative $\kappa$; an isolated site with a degenerate, partly filled $t_{2g}$ level shows that the error can be of the order of the cubic anisotropy, not how large it is in a cubic metal.

The numerical check that follows tests (1), the formula for $\chi$ and (3) against finite differences, the integral (4) against energy differences to $10^{-11}$ eV, the last two forms of (5) and equation (7) for the trimer at $\xi=0.008$ eV to $2\%$ of their size plus $2\times10^{-13}$ eV, and the powers of $\xi$ of the anisotropies, of $R$, of the collinear $|\Delta|$ and of the transverse moment to within $0.2$ of their integer values; the powers for $\delta N$, the term (7) and the entropy are not tested.

## Calculated quantities

```
hoppings dds, ddp, ddd = [-0.6, 0.4, -0.1] eV; bond angle = 120 deg; N = 21
U = 2.0 eV, I = 0.9 eV, alpha = 0.05, n0 = 7, kT = 0.1 eV, xi = 0.06 eV
reference charges n1,n2,n3 = [6.97374 7.05252 6.97374] electrons
reference moments m1,m2,m3 = [3.02626 2.94748 3.02626] muB
reference mu0 = 1.31354 eV; double counting E_Hxc - V.q = 3.945773 eV
col x: Fb = -12.8212027 eV, F* = -8.8754305 eV, |Delta| = 3.814e-03
col x: R = 0.00111, integral 0.00111, rKD/2 0.00111, no-SCF 0.00111 meV
col z: Fb = -12.8202204 eV, F* = -8.8744481 eV, |Delta| = 4.572e-03
col z: R = 0.00095, integral 0.00095, rKD/2 0.00095, no-SCF 0.00095 meV
col F(x)-F(z): force theorem -0.98231 meV = -11.399 K
col F(x)-F(z): self-consistent -0.98247 meV = -11.401 K
col error 0.00016 meV = -0.016 %; corrected by no-SCF R: -0.98247 meV
ncol x: Fb = -12.8212027 eV, F* = -8.8754493 eV, |Delta| = 4.597e-02
ncol x: R = 0.01988, integral 0.01988, rKD/2 0.02020, no-SCF 0.01932 meV
ncol z: Fb = -12.8202204 eV, F* = -8.8744481 eV, |Delta| = 4.572e-03
ncol z: R = 0.00095, integral 0.00095, rKD/2 0.00095, no-SCF 0.00095 meV
ncol F(x)-F(z): force theorem -0.98231 meV = -11.399 K
ncol F(x)-F(z): self-consistent -1.00124 meV = -11.619 K
ncol error 0.01893 meV = -1.891 %; corrected by no-SCF R: -1.00068 meV
col x: r (n1,m1,n2,m2) x1e3 = [ 1.7991 -3.9997 -3.5982  1.7703]
col x: Delta (n1,m1,n2,m2) x1e3 = [-0.2942  2.4996  0.5883  1.2375]
col z: r (n1,m1,n2,m2) x1e3 = [ 2.3878 -4.9735 -4.7757  2.4175]
col z: Delta (n1,m1,n2,m2) x1e3 = [-0.3618  2.9542  0.7237  1.6316]
ncol x: m_y site 1 = 0.03238, site 3 = -0.03238 muB; canting = 0.6135 deg
fixed mu0: dN(x) = 2.60677e-02, dN(z) = 1.98136e-03 electrons
fixed mu0: dN/dmu x = 12.8470, z = 12.8649 1/eV
grand-potential difference = -1.00863 meV
sum f eps - TS at fixed mu0, difference = 30.62968 meV
sum f eps at fixed N without TS, difference = -2.81379 meV
random direction: Hessian coefficient = -3.01426 eV, remainder exponent = 3.000
xi = 0.002 eV: error/anisotropy col -2.289e-07, ncol -4.529e-03
xi = 0.004 eV: error/anisotropy col -9.135e-07, ncol -4.870e-03
xi = 0.008 eV: error/anisotropy col -3.631e-06, ncol -5.588e-03
cubic site: 10Dq = 1.0 eV, N = 7, moment = 3.00000 muB; xi scan 0.008, 0.016, 0.032 eV
cubic kappa = 0.0 eV, xi = 0.06: F111-F001 SCF 0.023112, theorem 0.023108 meV
cubic kappa = 0.0 eV: error/anisotropy over scan -3.618e-06 -1.421e-05 -5.462e-05
cubic kappa = 0.05 eV, xi = 0.06: F111-F001 SCF 0.011443, theorem 0.023108 meV
cubic kappa = 0.05 eV: error/anisotropy over scan 1.060e+00 1.054e+00 1.041e+00
exponent in xi, trimer anisotropy (collinear SCF): 2.001
exponent in xi, collinear |Delta|, x: 2.000
exponent in xi, collinear R, x: 3.999
exponent in xi, collinear R, z: 3.999
exponent in xi, noncollinear m_y output site 1, x: 1.006
exponent in xi, noncollinear R, x: 2.010
exponent in xi, noncollinear R, z: 3.999
exponent in xi, cubic anisotropy, kappa=0.0: 4.002
exponent in xi, cubic R111-R001, kappa=0.0: 6.006
exponent in xi, cubic anisotropy, kappa=0.05: 4.002
exponent in xi, cubic R111-R001, kappa=0.05: 4.002
```
